# Equilibrium valley polarisation of bright excitons in a magnetic field: a numerical check

```python
# Result under test: two bright exciton levels, one per valley, split by
# Delta = |g| mu_B B, have equilibrium polarisation P = tanh(Delta / 2kT)
# at zero centre-of-mass momentum. P is (lower - upper) / (lower + upper).
# Also sized: finite lifetime, electron-hole exchange and Bose statistics.
# Symbols: g exciton g-factor, B field, T temperature, Q exciton momentum,
# M exciton mass, J = A Q exchange energy, z fugacity, lambda thermal length.
# Energies are in eV, lengths in nm and times in ps unless stated.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

g_size, field, temperature = 4.0, 10.0, 20.0
exciton_energy = 1.65
mass_ratio = 1.0
exchange_slope = 0.1
density_cm2 = 1.0e10
lifetime, valley_time = 2.0, 4.0

mu_b = const.physical_constants["Bohr magneton in eV/T"][0]
kt = const.k * temperature / const.e
hbar2_over_mass = const.hbar**2 / (const.m_e * mass_ratio * const.e) * 1e18
hbar_c = const.hbar * const.c / const.e * 1e9


def polarisation(g_value):
    return np.tanh(g_value * mu_b * field / (2 * kt))


delta = g_size * mu_b * field
p_eq = polarisation(g_size)
fraction_low = (1 + p_eq) / 2
fraction_high = (1 - p_eq) / 2


# Test: direct minimisation of the free energy gives the same polarisation.
def free_energy_over_kt(p):
    low, high = (1 + p) / 2, (1 - p) / 2
    return -p * delta / (2 * kt) + low * np.log(low) + high * np.log(high)


minimum = minimize_scalar(free_energy_over_kt, bounds=(-0.999, 0.999),
                          method="bounded", options={"xatol": 1e-10})
assert abs(minimum.x - p_eq) < 1e-6
assert abs(p_eq - 0.59) < 0.005

# Test: the atomic-unit expression agrees with the eV calculation.
field_au = field / const.physical_constants[
    "atomic unit of mag. flux density"][0]
kt_au = kt / const.physical_constants["Hartree energy in eV"][0]
assert abs(np.tanh(g_size * field_au / (4 * kt_au)) - p_eq) < 1e-7

# Test: relaxation through another pair of levels leaves the bright ratio.
# Order: lower bright, lower other, upper other, upper bright.
levels = np.array([-delta / 2, -0.007, -0.003, delta / 2])
rates = np.zeros((4, 4))
for i in range(3):
    for start, end in ((i, i + 1), (i + 1, i)):
        rates[end, start] = np.exp(-(levels[end] - levels[start]) / (2 * kt))
rates -= np.diag(rates.sum(axis=0))
final = expm(300 * rates) @ np.array([0.0, 0.0, 0.0, 1.0])
p_master = (final[0] - final[3]) / (final[0] + final[3])
assert abs(p_master - p_eq) < 1e-7

# Finite lifetime: formula against the steady solution of rate equations.
p_lifetime = p_eq / (1 + valley_time / lifetime)
boltzmann_ratio = np.exp(-delta / kt)
rate_down = 1 / (valley_time * (1 + boltzmann_ratio))
rate_up = boltzmann_ratio * rate_down
loss_matrix = np.array([[1 / lifetime + rate_up, -rate_down],
                        [-rate_up, 1 / lifetime + rate_down]])
steady = np.linalg.solve(loss_matrix, np.array([0.5, 0.5]))
assert abs((steady[0] - steady[1]) / steady.sum() - p_lifetime) < 1e-10


# Exchange: thermal averages from the derived two-branch formula.
def branch_weights(q):
    exchange = exchange_slope * q
    gap = np.sqrt(delta**2 + 4 * exchange**2)
    centre = hbar2_over_mass * q**2 / 2 + exchange
    lower = np.exp(-(centre - gap / 2) / kt)
    upper = np.exp(-(centre + gap / 2) / kt)
    return lower, upper, delta / gap


def cloud_numerator(q):
    lower, upper, valley_part = branch_weights(q)
    return q * valley_part * (lower - upper)


def cloud_denominator(q):
    lower, upper, _ = branch_weights(q)
    return q * (lower + upper)


def momentum_average(edges):
    top = bottom = 0.0
    for left, right in zip(edges[:-1], edges[1:]):
        top += quad(cloud_numerator, left, right, epsabs=1e-12)[0]
        bottom += quad(cloud_denominator, left, right, epsabs=1e-12)[0]
    return top / bottom


q_light = exciton_energy / hbar_c
q_thermal = np.sqrt(2 * kt / hbar2_over_mass)
exchange_edge = exchange_slope * q_light
exchange_thermal = exchange_slope * q_thermal
p_light = momentum_average([0.0, q_light])
p_cloud = momentum_average([0.0, q_light, 0.05, 0.2, 6 * q_thermal])

# Test: diagonalise the full valley matrix on a two-dimensional Q grid.
points = 400
q_max = 5 * q_thermal
axis = (np.arange(points) + 0.5) * 2 * q_max / points - q_max
qx, qy = np.meshgrid(axis, axis)
q_grid = np.hypot(qx, qy).ravel()
angle = np.arctan2(qy, qx).ravel()
hamiltonian = np.zeros((points**2, 2, 2), dtype=complex)
diagonal = hbar2_over_mass * q_grid**2 / 2 + exchange_slope * q_grid
hamiltonian[:, 0, 0] = diagonal - delta / 2
hamiltonian[:, 1, 1] = diagonal + delta / 2
hamiltonian[:, 0, 1] = exchange_slope * q_grid * np.exp(-2j * angle)
hamiltonian[:, 1, 0] = hamiltonian[:, 0, 1].conj()
energies, vectors = np.linalg.eigh(hamiltonian)
weights = np.exp(-energies / kt)
valley_values = np.abs(vectors[:, 0, :])**2 - np.abs(vectors[:, 1, :])**2
inside = q_grid < q_max
p_grid = (np.sum((weights * valley_values)[inside])
          / np.sum(weights[inside]))
# The tolerance allows for the finite momentum grid near the cone at Q = 0.
assert abs(p_grid - p_cloud) < 1e-3
assert 0.9 * p_eq < p_light < p_eq
assert p_cloud < 0.5 * p_eq

# Bose statistics without exchange: solve for fugacity at fixed density.
density = density_cm2 * 1e-14
lambda_squared = 2 * np.pi * hbar2_over_mass / kt
phase_density = density * lambda_squared


def density_error(z):
    return (-np.log1p(-z) - np.log1p(-z * boltzmann_ratio)
            - phase_density)


fugacity = brentq(density_error, 0.0, 0.999999)
bose_low = -np.log1p(-fugacity) / lambda_squared
bose_high = -np.log1p(-fugacity * boltzmann_ratio) / lambda_squared
p_bose = (bose_low - bose_high) / (bose_low + bose_high)


# Test: integrate the Bose occupation over momentum in each valley.
def bose_density(offset):
    def integrand(q):
        energy = hbar2_over_mass * q**2 / 2 + offset
        factor = fugacity * np.exp(-energy / kt)
        return q / (2 * np.pi) * factor / (1 - factor)
    return quad(integrand, 0, 8 * q_thermal, epsabs=1e-13)[0]


assert abs(bose_density(0.0) / bose_low - 1) < 1e-6
assert abs(bose_density(delta) / bose_high - 1) < 1e-6
assert abs(p_bose - p_eq) < 0.01

print(f"g-factor magnitude: {g_size:.1f}")
print(f"magnetic field: {field:.1f} T")
print(f"temperature: {temperature:.1f} K")
print(f"Bohr magneton: {mu_b:.6e} eV/T")
print(f"valley splitting: {delta:.6f} eV")
print(f"valley splitting, converted: {delta * 1e3:.3f} meV")
print(f"thermal energy: {kt:.6f} eV")
print(f"splitting / thermal energy: {delta / kt:.4f}")
print(f"upper / lower population: {boltzmann_ratio:.4f}")
print(f"lower-valley fraction: {fraction_low:.4f}")
print(f"upper-valley fraction: {fraction_high:.4f}")
print(f"equilibrium polarisation: {p_eq:.4f}")
print(f"equilibrium polarisation, converted: {100 * p_eq:.1f} percent")
print(f"free-energy minimum polarisation: {minimum.x:.4f}")
print(f"four-level master-equation polarisation: {p_master:.4f}")
print(f"linear estimate of polarisation: {delta / (2 * kt):.4f}")
print(f"polarisation for g magnitude 3.8: {polarisation(3.8):.4f}")
print(f"polarisation for g magnitude 4.2: {polarisation(4.2):.4f}")
print(f"exciton lifetime: {lifetime:.1f} ps")
print(f"valley relaxation time: {valley_time:.1f} ps")
print(f"lifetime-limited polarisation: {p_lifetime:.4f}")
print(f"exciton energy: {exciton_energy:.2f} eV")
print(f"exciton mass: {mass_ratio:.1f} electron masses")
print(f"exchange slope: {exchange_slope:.2f} eV nm")
print(f"light-cone momentum: {q_light:.5f} 1/nm")
print(f"thermal momentum: {q_thermal:.4f} 1/nm")
print(f"exchange J at light-cone edge: {exchange_edge:.6f} eV")
print(f"exchange J at thermal momentum: {exchange_thermal:.5f} eV")
print(f"light-cone polarisation with exchange: {p_light:.4f}")
print(f"whole-cloud polarisation with exchange: {p_cloud:.4f}")
print(f"whole-cloud polarisation from Q grid: {p_grid:.4f}")
print(f"exciton density: {density_cm2:.1e} cm^-2")
print(f"thermal length squared: {lambda_squared:.1f} nm^2")
print(f"density times thermal length squared: {phase_density:.4f}")
print(f"fugacity: {fugacity:.5f}")
print(f"polarisation with Bose statistics: {p_bose:.4f}")
print(f"Bose change of polarisation: {p_bose - p_eq:.5f}")
print("all good")
```

Printed output:

```
g-factor magnitude: 4.0
magnetic field: 10.0 T
temperature: 20.0 K
Bohr magneton: 5.788382e-05 eV/T
valley splitting: 0.002315 eV
valley splitting, converted: 2.315 meV
thermal energy: 0.001723 eV
splitting / thermal energy: 1.3434
upper / lower population: 0.2609
lower-valley fraction: 0.7931
upper-valley fraction: 0.2069
equilibrium polarisation: 0.5861
equilibrium polarisation, converted: 58.6 percent
free-energy minimum polarisation: 0.5861
four-level master-equation polarisation: 0.5861
linear estimate of polarisation: 0.6717
polarisation for g magnitude 3.8: 0.5636
polarisation for g magnitude 4.2: 0.6077
exciton lifetime: 2.0 ps
valley relaxation time: 4.0 ps
lifetime-limited polarisation: 0.1954
exciton energy: 1.65 eV
exciton mass: 1.0 electron masses
exchange slope: 0.10 eV nm
light-cone momentum: 0.00836 1/nm
thermal momentum: 0.2127 1/nm
exchange J at light-cone edge: 0.000836 eV
exchange J at thermal momentum: 0.02127 eV
light-cone polarisation with exchange: 0.5690
whole-cloud polarisation with exchange: 0.0922
whole-cloud polarisation from Q grid: 0.0922
exciton density: 1.0e+10 cm^-2
thermal length squared: 277.8 nm^2
density times thermal length squared: 0.0278
fugacity: 0.02183
polarisation with Bose statistics: 0.5888
Bose change of polarisation: 0.00267
all good
```
